**Lattice response in image-force lowering: transit time against phonon period**

For a carrier approaching an ideal metal at constant speed $v$, the lattice part of the image energy is its static value times $p(a)=a\int_0^\infty e^{-as}/(1+s^2)\,ds$. Here $a=2\omega x/v$, $x$ is the distance from the metal and $\omega$ is the longitudinal optical frequency; small $p$ favours the optical permittivity and $p$ near 1 the static one. The program asserts that the closed form of $p$ agrees with work computed from the retarded force, and that the lattice kernel agrees with the oscillator dielectric function. It also asserts that the first-order lowering lies above the directly minimized value by less than 1%. For a decelerating carrier, the retarded-force integral is compared with a simulation of the carrier and 100 explicit lattice oscillators. The output puts the constant-speed crossover at a transit time of 0.052 phonon periods, while a transit of one full period gives $p=0.988$. In the model example $p$ is 0.42 at constant speed and 0.22 on the decelerating path, so the optical permittivity is the better single choice there. The printed recoil ratios show that the classical estimate is moderately controlled for the heavy carrier and poorly controlled for the light one.

## Verification by program

```python
# Result under test: for a carrier approaching an ideal metal at speed v in a
# polar semiconductor, the lattice part of the image energy is its static value
# times p(a) = a*f(a), a = 2*omega*x/v, f(a) = int_0^inf exp(-a s)/(1+s^2) ds.
# p << 1: optical permittivity governs the lowering; p -> 1: static permittivity.
# Symbols (Hartree atomic units): x distance from metal, omega longitudinal
# optical frequency, eps_static and eps_optical permittivities, field the uniform
# force on the carrier, mass its effective mass, thermal = kT,
# coupling = 1/eps_optical - 1/eps_static.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici, j0

eps_static, eps_optical = 10.0, 7.0
omega, mass, thermal, field = 2.5e-4, 1.0, 9.5e-4, 2.0e-5
coupling = 1 / eps_optical - 1 / eps_static

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
time_fs = const.physical_constants["atomic unit of time"][0] * 1e15
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
field_si = const.physical_constants["atomic unit of electric field"][0]


def lattice_fraction(a):
    si, ci = sici(a)
    return a * (ci * np.sin(a) + (np.pi / 2 - si) * np.cos(a))


def barrier_position(force, eps):
    return 1 / (2 * np.sqrt(eps * force))


def path_fraction(force, energy, constant_speed=False, points=1500):
    """Lattice work up to the barrier top, from the retarded force on the path,
    divided by the work of a fully relaxed lattice."""
    top = barrier_position(force, eps_optical)
    log_x = np.linspace(np.log(top), np.log(1000 * top), points)
    x = np.exp(log_x)
    kinetic = energy + (0 if constant_speed else force * (x - top)**2 / x)
    speed = np.sqrt(2 * kinetic / mass) * np.ones(points)
    elapsed = cumulative_trapezoid(x / speed, log_x, initial=0)
    weight = np.full(points, log_x[1] - log_x[0])
    weight[[0, -1]] *= 0.5
    delay = elapsed[None, :] - elapsed[:, None]
    kernel = np.where(delay > 0, np.sin(omega * delay), 0.0)
    kernel /= (x[:, None] + x[None, :])**2
    retarded_force = omega * (kernel @ (weight * x / speed))
    return 4 * top * np.sum(weight * x * retarded_force)


# Fixed permittivity: maximum and lowering found by direct search
for eps in (eps_static, eps_optical):
    guess = barrier_position(field, eps)
    found = minimize_scalar(lambda x: field * x + 1 / (4 * eps * x),
                            bounds=(0.2 * guess, 5 * guess), method="bounded",
                            options={"xatol": 1e-6})
    assert abs(found.x / guess - 1) < 1e-4
    assert abs(found.fun / np.sqrt(field / eps) - 1) < 1e-8

# Time kernel against the oscillator dielectric function at imaginary frequency
transverse = omega * np.sqrt(eps_optical / eps_static)
for rate in (0.3, 1.0, 3.0):
    eps_imag = eps_optical + (eps_static - eps_optical) * transverse**2 / (
        transverse**2 + (rate * omega)**2)
    memory = quad(lambda s: np.sin(s) * np.exp(-rate * s), 0, 40 / rate,
                  limit=400)[0]
    assert abs(1 / eps_optical - coupling * memory - 1 / eps_imag) < 1e-8

# Expansion of the Coulomb potential in surface wavevectors
for radius in (0.0, 0.7, 2.5):
    modes = quad(lambda q: j0(q * radius) * np.exp(-q), 0, 45, limit=300)[0]
    assert abs(modes - 1 / np.hypot(1, radius)) < 1e-8


# Work of the retarded force, integrated in time and then over distance
def retarded_integral(b):
    return quad(lambda s: 1 / (b + s)**2, 0, np.inf, weight="sin", wvar=1.0,
                epsabs=1e-10, limlst=200)[0]


for a in (0.2, 1.0, 4.0):
    work = quad(retarded_integral, a, 40, epsabs=1e-7, epsrel=1e-7)[0]
    work += 1 / 40 - 2 / 40**3  # remainder from the large-distance series
    assert abs(a * work - lattice_fraction(a)) < 2e-5
    laplace = quad(lambda s: np.exp(-a * s) / (1 + s * s), 0, np.inf)[0]
    assert abs(a * laplace - lattice_fraction(a)) < 1e-7
assert abs(lattice_fraction(1e-4) / (np.pi * 1e-4 / 2) - 1) < 2e-3
assert abs(lattice_fraction(30.0) - (1 - 2 / 30**2)) < 1e-4

# Constant-speed estimate for the example
top = barrier_position(field, eps_optical)
speed_top = np.sqrt(2 * thermal / mass)
transit = top / speed_top
period = 2 * np.pi / omega
p_constant = lattice_fraction(2 * omega * transit)
low_optical = np.sqrt(field / eps_optical)
low_static = np.sqrt(field / eps_static)
contrast = 1 - eps_optical / eps_static
low_first = low_optical * (1 - 0.5 * contrast * p_constant)
direct = minimize_scalar(
    lambda x: field * x + (1 / eps_optical - coupling
                           * lattice_fraction(2 * omega * x / speed_top)) / (4 * x),
    bounds=(0.2 * top, 5 * top), method="bounded", options={"xatol": 1e-6})
assert direct.fun <= low_first < 1.01 * direct.fun
assert low_static < direct.fun < low_optical

# Path code: constant speed must reproduce the closed form
assert abs(path_fraction(field, thermal, True) - p_constant) < 5e-3
p_path = path_fraction(field, thermal)

# Independent simulation: Newton's equation plus explicit lattice oscillators
log_q = np.linspace(np.log(1e-5 / top), np.log(15 / top), 100)
wavevector = np.exp(log_q)
q_weight = wavevector**2 * (log_q[1] - log_q[0])
n_modes = len(wavevector)


def motion(t, state):
    x, velocity = state[0], state[1]
    shift, rate = state[3:3 + n_modes], state[3 + n_modes:]
    drive = np.exp(-wavevector * x)
    lattice_force = np.sum(q_weight * drive * shift)
    acceleration = (field - 1 / (4 * eps_optical * x * x)) / mass
    return np.concatenate(([velocity, acceleration, -velocity * lattice_force],
                           rate, omega**2 * (drive - shift)))


def at_top(t, state):
    return state[0] - top


at_top.terminal = True
start = 2000 * top
start_kinetic = thermal + field * (start - top)**2 / start
start_speed = np.sqrt(2 * start_kinetic / mass)
relaxed = np.exp(-wavevector * start)
initial = np.concatenate(([start, -start_speed, 0.0], relaxed,
                          -wavevector * -start_speed * relaxed))
run = solve_ivp(motion, (0, 1e7), initial, events=at_top, method="DOP853",
                rtol=1e-9, atol=1e-12)
assert run.status == 1
assert abs(-run.y[1, -1] / speed_top - 1) < 1e-3
p_simulated = 4 * top * run.y[2, -1]
assert abs(p_simulated - p_path) < 5e-3
assert p_path < p_constant

# Dependence on carrier energy and on field
energies = (0.1, 1.0, 3.0)
p_energy = [path_fraction(field, e * thermal) for e in energies]
assert p_energy[0] > p_energy[1] > p_energy[2]
weak_field = field / 10
p_weak = path_fraction(weak_field, thermal)
assert p_weak > p_path
field_half = np.exp(brentq(lambda lf: path_fraction(np.exp(lf), thermal) - 0.5,
                           np.log(1e-6), np.log(1e-4), xtol=1e-3))
a_half = brentq(lambda a: lattice_fraction(a) - 0.5, 0.05, 5)
low_path = low_optical * (1 - 0.5 * contrast * p_path)

# A light carrier with a stiffer phonon, same field and temperature
light_mass, stiff_omega = 0.1, 7.5e-4
light_speed = np.sqrt(2 * thermal / light_mass)
p_light = lattice_fraction(2 * stiff_omega * top / light_speed)

kelvin = thermal * hartree_ev * const.e / const.k
print(f"static, optical permittivity: {eps_static:.1f}, {eps_optical:.1f}")
print(f"phonon frequency: {omega:.2e} Ha = {omega*hartree_ev*1e3:.2f} meV")
print(f"carrier mass: {mass:.2f} electron masses")
print(f"kT: {thermal:.2e} Ha = {kelvin:.0f} K")
print(f"field: {field:.2e} a.u. = {field*field_si:.3e} V/m")
print(f"lattice coupling K: {coupling:.5f}")
print(f"1 - eps_optical/eps_static: {contrast:.3f}")
print(f"barrier position (optical): {top:.2f} bohr = {top*bohr_nm:.3f} nm")
print(f"speed at top for energy kT: {speed_top:.5f} a.u.")
print(f"transit time x/v: {transit:.1f} a.u. = {transit*time_fs:.2f} fs")
print(f"phonon period: {period:.0f} a.u. = {period*time_fs:.1f} fs")
print(f"transit time / period: {transit/period:.4f}")
print(f"a = 2 omega x/v: {2*omega*transit:.4f}")
print(f"half-response a: {a_half:.4f}")
print(f"half-response omega x/v: {a_half/2:.4f}")
print(f"half-response transit/period: {a_half/(4*np.pi):.4f}")
print(f"lattice fraction if transit = period: {lattice_fraction(4*np.pi):.4f}")
print(f"lattice fraction, constant speed: {p_constant:.4f}")
print(f"lattice fraction, real path: {p_path:.4f}")
print(f"lattice fraction, oscillator simulation: {p_simulated:.4f}")
for e, p in zip(energies, p_energy):
    print(f"real-path fraction, energy {e:.1f} kT at top: {p:.3f}")
print(f"weak field: {weak_field:.2e} a.u.; real-path fraction: {p_weak:.3f}")
print(f"field for fraction 1/2 on real path: {field_half:.2e} a.u."
      f" = {field_half*field_si:.2e} V/m")
for name, value in (("optical", low_optical), ("static", low_static),
                    ("constant speed, first order", low_first),
                    ("constant speed, direct minimum", direct.fun),
                    ("real path, first order", low_path)):
    print(f"lowering, {name}: {value:.4e} Ha = {value*hartree_ev*1e3:.2f} meV")
print("thermal current ratio, optical/static lowering: "
      f"{np.exp((low_optical-low_static)/thermal):.3f}")
print(f"m v x at top: {mass*speed_top*top:.2f}")
print(f"omega/(m v^2): {omega/(mass*speed_top**2):.3f}")
print(f"recoil energy / phonon energy: {1/(8*mass*top**2*omega):.3f}")
print(f"light carrier: mass {light_mass:.2f}, phonon {stiff_omega:.2e} Ha")
print(f"light carrier fraction, constant speed: {p_light:.3f}")
print(f"light carrier m v x: {light_mass*light_speed*top:.2f}")
print("light carrier recoil / phonon energy: "
      f"{1/(8*light_mass*top**2*stiff_omega):.3f}")
print("checks complete")
```

Running it gives:

```
static, optical permittivity: 10.0, 7.0
phonon frequency: 2.50e-04 Ha = 6.80 meV
carrier mass: 1.00 electron masses
kT: 9.50e-04 Ha = 300 K
field: 2.00e-05 a.u. = 1.028e+07 V/m
lattice coupling K: 0.04286
1 - eps_optical/eps_static: 0.300
barrier position (optical): 42.26 bohr = 2.236 nm
speed at top for energy kT: 0.04359 a.u.
transit time x/v: 969.5 a.u. = 23.45 fs
phonon period: 25133 a.u. = 607.9 fs
transit time / period: 0.0386
a = 2 omega x/v: 0.4847
half-response a: 0.6475
half-response omega x/v: 0.3238
half-response transit/period: 0.0515
lattice fraction if transit = period: 0.9882
lattice fraction, constant speed: 0.4222
lattice fraction, real path: 0.2242
lattice fraction, oscillator simulation: 0.2248
real-path fraction, energy 0.1 kT at top: 0.285
real-path fraction, energy 1.0 kT at top: 0.224
real-path fraction, energy 3.0 kT at top: 0.183
weak field: 2.00e-06 a.u.; real-path fraction: 0.710
field for fraction 1/2 on real path: 5.73e-06 a.u. = 2.95e+06 V/m
lowering, optical: 1.6903e-03 Ha = 46.00 meV
lowering, static: 1.4142e-03 Ha = 38.48 meV
lowering, constant speed, first order: 1.5833e-03 Ha = 43.08 meV
lowering, constant speed, direct minimum: 1.5828e-03 Ha = 43.07 meV
lowering, real path, first order: 1.6335e-03 Ha = 44.45 meV
thermal current ratio, optical/static lowering: 1.337
m v x at top: 1.84
omega/(m v^2): 0.132
recoil energy / phonon energy: 0.280
light carrier: mass 0.10, phonon 7.50e-04 Ha
light carrier fraction, constant speed: 0.409
light carrier m v x: 0.58
light carrier recoil / phonon energy: 0.933
checks complete
```
